# Zero-Field Skyrmion Radius from a Wall-Like Ansatz

**Q:** An applied field can set the size of a magnetic bubble. With the field switched off, what is left to choose a radius? I want to see the energy before I believe there is one.

**A:** Take a film of thickness \(t\), thin enough for the magnetization direction \(\mathbf m\) to be uniform across it. Let \(\theta(r)\) be its angle from the film normal, with \(\theta(0)=\pi\) and \(\theta(\infty)=0\), and let the in-plane part point radially (a Néel skyrmion):

\[
m_r=\sin\theta,\qquad m_z=\cos\theta .
\]

The exchange density is \(A(\nabla\mathbf m)^2=A(\theta'^2+\sin^2\theta/r^2)\). The second part arises because the radial direction turns around the circle. The anisotropy density is \(K(1-m_z^2)=K\sin^2\theta\), with \(K>0\) the easy-axis constant after subtraction of the shape anisotropy \(K_d\). That subtraction treats the stray field as local, an approximation examined below. The interfacial Dzyaloshinskii-Moriya (DMI) density is

\[
D\,[m_z\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z]
=D\Big[\cos\theta\Big(\cos\theta\,\theta'+\frac{\sin\theta}{r}\Big)+\sin^2\theta\,\theta'\Big]
=D\Big(\theta'+\frac{\sin\theta\cos\theta}{r}\Big).
\]

Since \(\theta\) falls outward, \(D>0\) lowers the energy. For \(D<0\), reversing \(m_r\) restores the same problem with \(|D|\). Relative to the uniform state,

\[
E=2\pi t\int_0^\infty\! r\,dr\Big[A\Big(\theta'^2+\frac{\sin^2\theta}{r^2}\Big)+K\sin^2\theta+D\Big(\theta'+\frac{\sin\theta\cos\theta}{r}\Big)\Big].
\]

The algebra is in atomic units, but these relations hold in any consistent units.

Now stretch a profile by a factor \(\lambda\). In two dimensions the exchange energy is unchanged, the anisotropy energy scales as \(\lambda^2\) and the DMI energy as \(\lambda\). Stationarity at \(\lambda=1\) requires

\[
2E_K+E_D=0 .
\]

Anisotropy shrinks the texture and DMI expands it. A size can therefore be selected without a field.

**Q:** Why guess a profile? The energy has an Euler-Lagrange equation.

**A:** It does. Differentiating the integrand gives

\[
\frac{d}{dr}(2Ar\theta'+Dr)=2\sin\theta\cos\theta\Big(\frac Ar+Kr\Big)+D\cos2\theta .
\]

Using \(\cos2\theta-1=-2\sin^2\theta\) and dividing by \(2Ar\),

\[
\theta''+\frac{\theta'}r=\sin\theta\cos\theta\Big(\frac1{r^2}+\frac KA\Big)-\frac DA\frac{\sin^2\theta}{r}.
\]

I know no elementary solution, so it is solved numerically for comparison later. For large \(r\) the terms in \(1/r\) drop out and \(A\theta''=K\sin\theta\cos\theta\) remains. Its solution is a straight wall, \(\theta=2\arctan e^{(R-r)/\Delta}\), with \(\Delta=\sqrt{A/K}\).

Bent into a circle, this wall misses \(\theta=\pi\) at the centre, and \(\int\sin^2\theta\,dr/r\) then diverges. A regular version with adjustable width \(w\) is

\[
\theta(r)=2\arctan q,\qquad q=\frac{\sinh(R/w)}{\sinh(r/w)} .
\]

At \(r=R\), \(q=1\) and \(\theta=\pi/2\), which defines the radius. From \(dq/dr=-(q/w)\coth(r/w)\) and \(\sin\theta=2q/(1+q^2)\),

\[
\theta'=\frac{2}{1+q^2}\frac{dq}{dr}=-\frac{\sin\theta}{w}\coth\frac rw .
\]

**Q:** Those hyperbolic functions will not integrate kindly.

**A:** They simplify when \(\rho=R/w\gg1\). Put \(y=(r-R)/w\). Near the wall \(q\simeq e^{-y}\), so

\[
\sin\theta\simeq\operatorname{sech}y,\quad \cos\theta\simeq\tanh y,\quad \theta'\simeq-\frac{\operatorname{sech}y}{w}.
\]

With \(r=w(\rho+y)\), terms odd in \(y\) vanish. Using \(\int\operatorname{sech}^2y\,dy=2\) and \(\int\operatorname{sech}y\,dy=\pi\),

\[
\int\theta'^2r\,dr\simeq\frac{2R}{w},\quad
\int\sin^2\theta\,r\,dr\simeq2wR,\quad
\int\theta'r\,dr\simeq-\pi R,\quad
\int\sin\theta\cos\theta\,dr\simeq0 .
\]

The azimuthal exchange needs \(1/(\rho+y)=\rho^{-1}(1-y/\rho+y^2/\rho^2-\dots)\). Since \(\int y^2\operatorname{sech}^2y\,dy=\pi^2/6\),

\[
\int\frac{\sin^2\theta}{r}dr\simeq\frac{2w}{R}\Big(1+\frac{\pi^2}{12}\frac{w^2}{R^2}\Big).
\]

Keeping the leading part of each integral,

\[
E(R,w)=4\pi t\Big[A\Big(\frac Rw+\frac wR\Big)+KwR-\frac{\pi D}{2}R\Big].
\]

The terms proportional to \(R\) are the energy of a wall of length \(2\pi R\). The term \(Aw/R\) is the cost of bending it, and it pushes outward.

**Q:** You keep \(w/R\) while calling it small. Why not drop it?

**A:** Without it the energy is linear in \(R\), and a wall of positive energy would shrink until the approximation fails. The small term supplies the opposing force. That also makes the radius sensitive to corrections, as the numbers will show.

The two stationarity conditions are

\[
\frac{\partial E}{\partial R}=0:\quad \frac Aw-\frac{Aw}{R^2}+Kw-\frac{\pi D}{2}=0,
\]
\[
\frac{\partial E}{\partial w}=0:\quad -\frac{AR}{w^2}+\frac AR+KR=0 .
\]

Multiply the second by \(w/R\), giving \(-A/w+Aw/R^2+Kw=0\), and add it to the first. The exchange terms cancel:

\[
2Kw=\frac{\pi D}{2}\quad\Rightarrow\quad w=\frac{\pi D}{4K}.
\]

The stretching argument gives the same condition: \(2E_K+E_D=0\) reads \(4KwR-\pi DR=0\). The second condition, divided by \(R\), now gives

\[
\frac{A}{R^2}=\frac{A}{w^2}-K\quad\Rightarrow\quad R=\frac{w}{\sqrt{1-Kw^2/A}} .
\]

Define \(D_c=4\sqrt{AK}/\pi\) and \(d=D/D_c\). Then \(w/\Delta=\pi D/(4\sqrt{AK})=d\), and

\[
w=\Delta d,\qquad R=\frac{\Delta d}{\sqrt{1-d^2}} .
\]

For the energy, the first condition says \(A/w+Kw-\pi D/2=Aw/R^2\). The bracket in \(E\) is therefore \(2Aw/R\), and

\[
E=8\pi At\,\frac wR=8\pi At\sqrt{1-d^2}.
\]

**Q:** A stationary point could be a saddle.

**A:** Let \(F\) be the bracket in \(E(R,w)\). At the stationary point \(K=A/w^2-A/R^2\), so

\[
F_{RR}=\frac{2Aw}{R^3},\quad F_{ww}=\frac{2AR}{w^3},\quad
F_{Rw}=-\frac A{w^2}-\frac A{R^2}+K=-\frac{2A}{R^2}.
\]

The determinant is \(4A^2[1/(R^2w^2)-1/R^4]\), positive because \(R>w\). With \(F_{RR}>0\), this is a minimum. If the width relaxes while the radius changes, the stiffness is

\[
E''=4\pi t\Big(F_{RR}-\frac{F_{Rw}^2}{F_{ww}}\Big)
=8\pi At\frac{w}{R^3}\Big(1-\frac{w^2}{R^2}\Big)
=\frac{8\pi At}{\Delta^2}(1-d^2)^{3/2},
\]

where \(w^2/R^2=1-d^2\) was used. The skyrmion becomes soft as it grows.

**Q:** What happens at the two ends of the range of \(d\)?

**A:** A straight wall with \(w=\Delta\) costs \(\sigma=4\sqrt{AK}-\pi D=4\sqrt{AK}(1-d)\) per unit area. At \(d=1\) this vanishes and \(R\) diverges. For \(d>1\) a large skyrmion gains energy by growing, so this balance selects no finite radius.

At small \(d\) the formula gives \(R/w=1/\sqrt{1-d^2}\to1\), which contradicts \(R\gg w\). The derivation then gives no control over the result.

**Q:** So the formula should become accurate as \(d\to1\), where \(R/w\) diverges.

**A:** Its scaling does, but its prefactor does not. Bending also distorts the wall shape, and the energy gained is of order \(1/R\), the same order as the term that fixes the radius.

Let \(x=(r-R)/\Delta\) and \(\theta=\theta_0(x)+\eta(x)\), where \(\theta_0=2\arctan e^{-x}\). Insert this in the Euler-Lagrange equation, multiply by \(\Delta^2\), and keep first order in \(\Delta/R\). Near \(d=1\), \(D\Delta/A=4d/\pi\to4/\pi\), so

\[
L\eta=\frac\Delta R\,g,\quad
L=-\frac{d^2}{dx^2}+1-2\operatorname{sech}^2x,\quad
g=-\operatorname{sech}x+\frac4\pi\operatorname{sech}^2x .
\]

Here \(\cos2\theta_0=1-2\operatorname{sech}^2x\) was used. A shift of the wall, \(\eta\propto\operatorname{sech}x\), is annihilated by \(L\). A solution requires \(\int g\operatorname{sech}x\,dx=0\), and indeed \(-2+(4/\pi)(\pi/2)=0\).

To leading order, the part of the energy containing \(\eta\) is

\[
\delta E=2\pi tA\Big[\frac R\Delta\int\eta L\eta\,dx-2\int g\eta\,dx\Big]
=-2\pi tA\,\frac{\Delta}{R}\,c,\qquad c=\int g\,f\,dx,
\]

with \(Lf=g\) and \(\eta=(\Delta/R)f\). The bending term \(2A\Delta/R\) in \(E/(2\pi t)\) becomes \(2\kappa A\Delta/R\), with \(\kappa=1-c/2\).

**Q:** Then I need \(c\), including its sign.

**A:** Factor \(L=a^\dagger a\) with \(a=d/dx+\tanh x\) and \(a^\dagger=-d/dx+\tanh x\). Expanding the product gives \(-d^2/dx^2-\operatorname{sech}^2x+\tanh^2x\), which is \(L\). Setting \(h=af\), we have \(c=\int f\,a^\dagger a f\,dx=\int h^2dx>0\). The equation \(-h'+h\tanh x=g\), multiplied by \(-\operatorname{sech}x\), becomes

\[
(h\operatorname{sech}x)'=-g\operatorname{sech}x .
\]

Integrate from \(-\infty\), using \(\int_0^x\operatorname{sech}^3=\tfrac12(\operatorname{sech}x\tanh x+\operatorname{gd}x)\) with \(\operatorname{gd}x=2\arctan\tanh(x/2)\). The constants cancel, and

\[
c=\int_{-\infty}^{\infty}\!\cosh^2x\Big[\frac2\pi(\operatorname{sech}x\tanh x+\operatorname{gd}x)-\tanh x\Big]^2dx=0.0790 .
\]

Thus \(\kappa=0.9605\). Near \(d=1\), minimizing \(E/(2\pi t)=\sigma R+2\kappa A\Delta/R\) gives

\[
R^2=\frac{2\kappa A\Delta}{\sigma}=\frac{\kappa\Delta^2}{2(1-d)} .
\]

The ansatz formula has the same limit with \(\kappa=1\), because \(1-d^2\to2(1-d)\). The true radius therefore tends to \(\sqrt\kappa=0.980\) times the formula. The minimum energy, \(2\pi t\cdot2\sqrt{2\kappa A\Delta\sigma}\), carries the same factor.

As a test, the Euler-Lagrange equation was solved at \(d=0.98\), \(0.99\) and \(0.998\), and the ratios to the formula were extrapolated to \(d=1\). The results are 0.9797 for the radius and 0.9800 for the energy. The ansatz radius, minimized without approximating its integrals, extrapolates to 1.0002 times the formula.

**Q:** Two percent is harmless. Put in numbers for a film someone might use.

**A:** Take rough values in the regime of two atomic layers of cobalt on platinum: \(A=0.1\) eV/nm, \(K=0.004\) eV/nm³, \(D=0.024\) eV/nm² and \(t=0.4\) nm. Then

\[
\Delta=\sqrt{\frac{0.1}{0.004}}=5\ \text{nm},\quad
D_c=\frac{4\sqrt{0.0004}}{\pi}=0.02546\ \text{eV/nm}^2,\quad d=0.9425 .
\]

With \(\sqrt{1-d^2}=0.334\),

\[
w=5\times0.9425=4.71\ \text{nm},\qquad R=\frac{4.71}{0.334}=14.1\ \text{nm}=141\ \text{Å},
\]

and \(E=8\pi(0.1)(0.4)(0.334)=0.336\) eV.

The numerical solution of the same continuum model gives \(R=16.4\) nm and \(E=0.353\) eV. Relative to it, the formula is 14 percent low in radius and 5 percent low in energy. Minimizing the ansatz with its full integrals gives 16.2 nm, so most of the radius error comes from approximating the integrals, not from the shape.

**Q:** You promised a radius slightly below the formula near \(d=1\), and now it lies well above.

**A:** Here \(R/w\) is 3, so corrections to the large-radius integrals matter. The one that leads as \(d\to1\) is the next term in the azimuthal exchange. Add \(\beta Aw^3/R^3\), with \(\beta=\pi^2/12\), to \(F\). It depends on \(w/R\) alone, so it cancels when the two conditions are added, and \(w=\Delta d\) survives. The other condition becomes

\[
\frac{w^2}{R^2}+3\beta\frac{w^4}{R^4}=1-d^2 .
\]

To first order in \(1-d^2\), this raises the ansatz radius by the factor

\[
1+\frac{3\beta}{2}(1-d^2)=1+\frac{\pi^2}{8}(1-d^2).
\]

At \(d=0.998\) this is 1.005, and the minimized ansatz gives \(15.866/15.788=1.005\). At our \(d\) it gives 1.14, against \(16.23/14.10=1.15\), but this closeness is partly accidental: solving the condition above without expanding gives 1.11. At \(R/w=3\) this term is not the main cause. The azimuthal integral is 7 percent above its leading value, not the 9 percent the series gives, and using its exact value alone raises the radius by a factor of only 1.05. The gradient, anisotropy and DMI integrals have corrections that fall off exponentially in \(R/w\) but are not yet negligible; the gradient integral, for example, is 1.6 percent above its leading value. Their exact values together, without the azimuthal correction, give 1.11.

For the full profile, the ratio to the formula varies as follows:

| \(d\) | formula \(R/\Delta\) | full \(R/\Delta\) | full/formula |
|---|---|---|---|
| 0.600 | 0.750 | 0.620 | 0.83 |
| 0.800 | 1.333 | 1.497 | 1.12 |
| 0.900 | 2.065 | 2.459 | 1.19 |
| 0.980 | 4.925 | 5.241 | 1.06 |
| 0.998 | 15.788 | 15.590 | 0.99 |

The ratio crosses one twice, so agreement at a single \(d\) would prove little. Between \(d=0.8\) and \(0.998\), the listed cases differ from the formula by at most about 19 percent of the formula value.

**Q:** You replaced the stray field by a local anisotropy. In a magnetic film that sounds bold.

**A:** For in-plane wave vector \(\mathbf k\), magnetic charges at heights \(z,z'\) interact through \(e^{-k|z-z'|}/(2k)\). Integrating over the thickness, surface charges contribute \(K_dt\,G|m_z|^2\) and volume charges \(K_dt(1-G)|\hat{\mathbf k}\cdot\mathbf m|^2\), where \(G=(1-e^{-kt})/(kt)\). Their cross term vanishes because the two faces carry opposite charge. The local approximation sets \(G=1\), so its error is

\[
\delta E=K_dt\int\frac{d^2k}{(2\pi)^2}(1-G)\big(|\hat{\mathbf k}\cdot\mathbf m|^2-|m_z-1|^2\big).
\]

Subtracting 1 from \(m_z\) removes the uniform part, for which \(1-G=0\).

For a saturation magnetization \(M_s\) with \(\mu_0M_s=0.7\) T, \(K_d=\mu_0M_s^2/2=0.00122\) eV/nm³. At the ansatz minimum the surface part is \(-0.022\) eV and the volume part \(+0.011\) eV. Minimizing again, with the effective \(K\) held fixed, moves the ansatz radius from 16.2 to 17.4 nm, an increase of 7 percent. This holds for the chosen \(M_s\), which is low for cobalt: the bulk value is near 1.8 T, and the correction to the energy is proportional to \(M_s^2\). Adding it to the energy of the local model's profiles at each radius, with \(K\) still fixed, the radius grows by about 17 percent at 1.0 T and 43 percent at 1.3 T, and at 1.5 T no minimum remains below 200 nm. This close to \(D_c\), the stray field of a strongly magnetized film can remove the selected radius altogether.

**Q:** And at room temperature? A radius in a memory device is of little use if it wanders.

**A:** It does wander in this model. At 300 K, \(k_BT=0.0259\) eV. The stiffness formula gives \(E''=0.00150\) eV/nm², so the classical harmonic spread is

\[
\delta R=\sqrt{\frac{0.0259}{0.00150}}=4.2\ \text{nm}.
\]

That is 29 percent of the formula radius, too large for the harmonic estimate to be more than a size. The material parameters were held fixed.

Collapse is a separate question. Since \(\theta'^2+\sin^2\theta/r^2\ge-2\theta'\sin\theta/r\), the exchange energy obeys

\[
E_A\ge2\pi tA\int_0^\infty(-2\theta'\sin\theta)\,dr=2\pi tA\,[2\cos\theta]_0^\infty=8\pi At .
\]

As the texture shrinks to a point, its anisotropy and DMI energies can vanish. Reaching that point therefore costs at least \(8\pi At-E=1.005-0.353=0.652\) eV, or 25 \(k_BT\). Near the point the continuum description itself fails, so this is not the barrier of an atomic lattice.

At the equilibrium size the lattice matters little. For a chain of spacing \(a\), \(2(1-\cos a\theta')/a^2\simeq\theta'^2(1-a^2\theta'^2/12)\). Averaged over the wall, the quartic term is a fraction \(a^2/(18w^2)\) of the exchange. With \(a=0.25\) nm it amounts to 0.14 percent of the small wall energy \(\sigma\). The change of \(\theta'\) between neighbouring sites and the DMI of the discrete chain add terms of the same order in \(a/w\), the DMI term with the opposite sign. The number therefore indicates the size of the lattice effect, not its net value.

**Q:** Then which number should worry someone making the film?

**A:** The uniformity of \(D\) and \(K\). From \(\ln R=\ln\Delta+\ln d-\tfrac12\ln(1-d^2)\), at fixed \(A\) and \(K\),

\[
\frac{d\ln R}{d\ln D}=1+\frac{d^2}{1-d^2}=\frac1{1-d^2}=8.95 .
\]

To first order, a one percent rise in \(D\) enlarges the formula radius by 9 percent; without linearizing, the formula gives 10 percent, because the slope steepens toward \(D_c\). Both \(\Delta\) and \(d\) vary as \(K^{-1/2}\), so a one percent rise in \(K\) shrinks it by \(\tfrac12(1+8.95)\), about 5 percent.

A weaker \(D\) gives a much smaller texture. With \(D\) reduced to \(0.8D_c\) and the rest fixed, the full radius is \(1.497\times5=7.5\) nm. Real sputtered films break the assumption of uniformity: thickness and interface quality vary from place to place, and by the slopes above a few percent of variation in \(D\) moves the radius by tens of percent. Such variations can also pin the wall, which this energy leaves out. The closed formula is thus suited to showing how the radius diverges as \(D\) approaches \(D_c\), not to predicting its value in a given film. A design close to \(D_c\) needs the full profile, the nonlocal stray field and the measured spread of the parameters. The remaining values are in the numerical output.

## Computed results

```
exchange A = 0.100 eV/nm
effective anisotropy K = 0.0040 eV/nm^3
DMI D = 0.0240 eV/nm^2
film thickness t = 0.40 nm
mu0*Ms = 0.70 T, temperature = 300 K
shape anisotropy Kd = 0.00122 eV/nm^3
wall length Delta = 5.000 nm
critical DMI Dc = 0.02546 eV/nm^2
ratio d = D/Dc = 0.9425
straight-wall energy = 0.00460 eV/nm^2
formula: width w = 4.712 nm
formula: radius R = 14.10 nm = 141.0 angstrom
formula: R/w = 2.992
formula: energy E = 0.3360 eV
minimized ansatz: R = 16.23 nm, w = 4.733 nm
minimized ansatz: E = 0.3543 eV
full profile: R = 16.41 nm
full profile: E = 0.3530 eV
integrals / large-R values at the example's R/w:
  gradient 1.0157, azimuthal 1.0717
  anisotropy 0.9926, total DMI 1.0014
d, R/Delta formula, ansatz, full, full/formula:
  0.6000   0.7500   0.6198   0.6201  0.8268
  0.8000   1.3333   1.4981   1.4968  1.1226
  0.9000   2.0647   2.4409   2.4591  1.1910
  0.9425   2.8195   3.2451   3.2814  1.1638
  0.9800   4.9247   5.2163   5.2407  1.0642
  0.9900   7.0179   7.2046   7.1588  1.0201
  0.9980  15.7877  15.8664  15.5899  0.9875
curvature integral c = 0.07903, kappa = 0.96048
sqrt(kappa) = 0.9800
limit d->1, ansatz R / formula R = 1.0002
limit d->1, full R / formula R = 0.9797
limit d->1, full E / formula E = 0.9800
sensitivity dlnR/dlnD = 8.95
stray field, surface charges = -0.0224 eV
stray field, volume charges = 0.0113 eV
ansatz with stray field: R = 17.38 nm, w = 4.745 nm
radius change from stray field = 7.1 %
thermal energy kT = 0.02585 eV
radial stiffness = 0.001502 eV/nm^2
harmonic thermal radius spread = 4.15 nm
collapse energy 8 pi A t = 1.0053 eV
continuum barrier, formula E = 0.6693 eV
continuum barrier, full E = 0.6523 eV
barrier (full E) / kT = 25.2
lattice spacing (rough) = 0.25 nm
lattice shift of wall energy = 0.14 %
```
